\section*{Zero-Energy Tunnelling Exponents for Three Source-Drain Barrier Shapes}

\section{Problem}

In a very short transistor that is switched off, electrons can pass from source to drain by tunnelling through the channel barrier. Three one-dimensional models of that barrier have the same peak height $U_0$ above the source band edge and the same base length $L$. With $s=x/L$ and $U(x)=U_0v(s)$ for $0<s<1$, they are
\begin{align}
v_{\rm rect}(s)&=1, \qquad v_{\rm par}(s)=4s(1-s),\\
v_{\rm tri}(s)&=
\begin{cases}
s/p, & 0<s<p,\\
(1-s)/(1-p), & p<s<1 .
\end{cases}
\end{align}
The triangle has its peak at $s=p$, with $0<p<1$. Outside the base the potential is zero. The effective mass $m$ is constant and the same in all three cases.

(a) Compare the WKB exponents of the three barriers for an electron of energy $E=0$, measured from the source band edge.

(b) Evaluate them for $m=0.2\,m_e$, $U_0=0.3$ eV, $L=6$ nm and $T_0=300$ K, and judge what the comparison says about leakage.

Where $U>E$, the Schr\"odinger equation reads $\psi''=\kappa^2\psi$ with $\kappa=\sqrt{2m(U-E)}/\hbar$. If $\kappa$ changes little over a distance $1/\kappa$, the solutions vary mainly as $\exp(\pm\int\kappa\,dx)$. The amplitude exponent at $E=0$ is therefore
\begin{equation}
S=\int_0^L\frac{\sqrt{2mU(x)}}{\hbar}\,dx .
\end{equation}
Probability is the square of amplitude, so the WKB transmission factor is $e^{-2S}$.

\section{First estimate by scaling}

Substituting $dx=L\,ds$ and $U=U_0v$ separates the shape from the other parameters:
\begin{equation}
S=c\,S_0,\qquad S_0=k_0L,\qquad k_0=\frac{\sqrt{2mU_0}}{\hbar},\qquad c=\int_0^1\sqrt{v(s)}\,ds .
\label{eq:c}
\end{equation}
The crudest estimate is $c\approx1$ for every shape. A better one replaces each barrier by a rectangle of the same base and the same mean height, which gives $c\approx\sqrt{\langle v\rangle}$. The means are
\begin{equation}
\langle v_{\rm par}\rangle=4\left(\frac12-\frac13\right)=\frac23,\qquad
\langle v_{\rm tri}\rangle=\frac p2+\frac{1-p}2=\frac12 ,
\end{equation}
so the estimates are $1$, $\sqrt{2/3}=0.816$ and $\sqrt{1/2}=0.707$.

The sign of the error is known in advance. The variance of $\sqrt v$ over the base is $\langle v\rangle-\langle\sqrt v\rangle^2\ge0$, hence $c=\langle\sqrt v\rangle\le\sqrt{\langle v\rangle}$. The estimate can be too large but not too small.

\section{Evaluation of the WKB integral}

For the rectangle, $\sqrt v=1$ and $c=1$.

For the parabola, put $u=2s-1$. Then $4s(1-s)=(1+u)(1-u)=1-u^2$ and $ds=du/2$, so
\begin{equation}
c_{\rm par}=\frac12\int_{-1}^{1}\sqrt{1-u^2}\,du=\frac12\cdot\frac\pi2=\frac\pi4 ,
\end{equation}
because the integral is the area of a half-disc of unit radius.

For the triangle, use $v$ itself as the variable on each side. On the left $ds=p\,dv$. On the right $|ds|=(1-p)\,dv$. Therefore
\begin{equation}
c_{\rm tri}=\bigl[p+(1-p)\bigr]\int_0^1\sqrt v\,dv=\frac23 .
\end{equation}
The position of the peak drops out. The answer to (a) is
\begin{equation}
S_{\rm rect}:S_{\rm par}:S_{\rm tri}=1:\frac\pi4:\frac23 .
\label{eq:ratios}
\end{equation}

These are ratios of exponents. The transmission factors are related by powers, $e^{-2S_{\rm par}}=(e^{-2S_{\rm rect}})^{\pi/4}$, and likewise with $2/3$ for the triangle. At fixed mass and height, equal exponents require base lengths in the ratio $1:4/\pi:3/2$.

\section{Numbers and comparison with the estimate}

The given parameters yield $k_0=1.2549\ {\rm nm}^{-1}$, so $S_0=1.2549\times6=7.53$ and $2S_0=15.06$. Multiplication by the three coefficients gives
\begin{align}
\text{rectangle:}\quad &2S=15.06, & e^{-2S}&=2.9\times10^{-7},\\
\text{parabola:}\quad &2S=11.83, & e^{-2S}&=7.3\times10^{-6},\\
\text{triangle:}\quad &2S=10.04, & e^{-2S}&=4.4\times10^{-5}.
\end{align}
The exponent of the triangle is one third smaller than that of the rectangle, and its transmission factor is about 150 times larger. For the parabola the factor is about 25 times larger.

The mean-height estimate exceeds the integral by $0.816/0.785-1\approx4\%$ for the parabola and $0.707/0.667-1\approx6\%$ for the triangle, relative to the integral. In the transmission factor the absolute differences in $c$ are multiplied by $2S_0$ and exponentiated:
\begin{equation}
e^{-15.06(0.8165-0.7854)}\approx0.63,\qquad
e^{-15.06(0.7071-0.6667)}\approx0.54 .
\end{equation}
The estimate finds the right order of magnitude but loses about half of the transmission for the triangle. The loss grows with $S_0$.

\section{What the exponent means at zero energy}

The factor $e^{-2S}$ is not the transmission at $E=0$. Let $k=\sqrt{2mE}/\hbar$ in both flat leads, and take an outgoing wave of unit amplitude at the drain, so that $\psi(L)=1$ and $\psi'(L)=ik$. At the source $\psi=Ae^{ikx}+Be^{-ikx}$, which gives
\begin{equation}
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right],\qquad T=\frac1{|A|^2}.
\end{equation}
As $k\to0$, $\psi$ tends to the real solution $\varphi$ with $\varphi(L)=1$ and $\varphi'(L)=0$. Inside the barrier $\varphi''=\kappa^2\varphi>0$, so $\varphi$ rises towards the source and $\varphi'(0)\ne0$. Hence
\begin{equation}
T\to\frac{4k^2}{\varphi'(0)^2}\propto E .
\end{equation}
Numerical solution of the wave equation for the example gives a ratio $T(10^{-5}U_0)/T(10^{-6}U_0)=10.001$ for each shape, as this law requires.

The exponent governs the dependence on length. At fixed $E=10^{-4}U_0$, with $S_0$ raised from 100 to 200, the wave equation gives an increase of $-\ln T$ per increase of $2S_0$ equal to $0.9999$, $0.7831$ and $0.6643$. The last two lie slightly below $\pi/4$ and $2/3$ because of the prefactor. Near a sloping foot, where $v\approx gs$, the equation $\psi''=(2mU_0g/\hbar^2L)\,x\,\psi$ has the natural length
\begin{equation}
\ell=\left(\frac{\hbar^2L}{2mU_0g}\right)^{1/3}=L\,(gS_0^2)^{-1/3}.
\end{equation}
The WKB solutions carry an amplitude factor $\kappa^{-1/2}$, which is the same at a distance $\ell$ from either foot of these symmetric barriers. So $\varphi$ grows from about 1 at the drain to about $e^{S}$ at the source, up to constant factors, and near the source foot it changes by its own size over a distance $\ell$. Hence $|\varphi'(0)|\sim e^{S}/\ell$ and $T\sim(k\ell)^2e^{-2S}$. These relations give the scaling only: the constant factor left out of $T$ is about 23 for long barriers of these two shapes. At fixed $E/U_0$, $kL\propto S_0$ and $k\ell\propto S_0^{1/3}$, so the prefactor grows as $S_0^{2/3}$. It lowers the slope by $\tfrac23\ln2/200=0.0023$, which accounts for the shortfall.

The same length shows where WKB is weak. For the symmetric triangle $g=2$ and $\ell/L=(2\times7.53^2)^{-1/3}\approx0.21$. The region near each foot in which $\kappa$ varies too fast is thus about a fifth of the base, and a prefactor different from one must be expected.

\section{A second case: electrons above the band edge}

In a heavily doped source the Fermi level lies above the band edge, so many of the electrons have energies $E$ well above zero. Let $\epsilon=E/U_0$ with $0<\epsilon<1$. The integrand becomes $\sqrt{v-\epsilon}$, taken where $v>\epsilon$. The rectangle gives $c=(1-\epsilon)^{1/2}$. For the parabola, $u=\sqrt{1-\epsilon}\,w$ gives one factor $\sqrt{1-\epsilon}$ from $du$ and another from the root:
\begin{equation}
c_{\rm par}(\epsilon)=\frac{1-\epsilon}{2}\int_{-1}^{1}\sqrt{1-w^2}\,dw=\frac\pi4(1-\epsilon).
\end{equation}
For the triangle,
\begin{equation}
c_{\rm tri}(\epsilon)=\int_\epsilon^1\sqrt{v-\epsilon}\,dv=\frac23(1-\epsilon)^{3/2}.
\end{equation}
The sloping barriers also become narrower as $E$ rises, so their exponents fall by a larger fraction and the ratios (\ref{eq:ratios}) change.

At $E=0.05$ eV, $\epsilon=1/6$ and the ratios are $1:0.717:0.556$. The WKB factors are $1.07\times10^{-6}$, $5.2\times10^{-5}$ and $4.8\times10^{-4}$. The wave equation gives $2.4\times10^{-6}$, $1.4\times10^{-4}$ and $1.1\times10^{-3}$, larger by factors of 2.2 to 2.7. At this energy the prefactor matters much less than the choice of shape.

\section{Tunnelling against thermal emission}

At 300 K, $k_BT_0=0.02585$ eV and $U_0/k_BT_0=11.6$. The zero-energy factor equals the thermal factor $e^{-U_0/k_BT_0}$ at base lengths of 4.6, 5.9 and 6.9 nm for rectangle, parabola and triangle. These are not the lengths at which the two currents are equal. For the parabola with Boltzmann occupation, the integrand of the tunnelling flux is
\begin{equation}
\exp\left[-2S(1-\epsilon)-\epsilon\frac{U_0}{k_BT_0}\right]=e^{-U_0/k_BT_0}
\quad\text{when}\quad 2S=\frac{U_0}{k_BT_0}.
\end{equation}
It is then constant over the whole range $U_0$, whereas the flux above the top, with unit transmission, comes from an effective range $k_BT_0$. In this approximation tunnelling is already larger than emission by the factor $U_0/k_BT_0=11.6$.

For the 6 nm barriers, take one one-dimensional mode, Fermi occupation with the level at 0.05 eV, injection from the source alone, and the transmission of the wave equation. The ratio of flux below the barrier top to flux above it is then 0.90 for the rectangle, 18 for the parabola and 99 for the triangle. For these unbiased barriers, tunnelling and emission are thus comparable for the rectangle, while tunnelling dominates for the other two shapes. A drain bias changes the barrier and with it these ratios, so this contrast between the shapes does not carry over directly to the leakage of a biased transistor.

\section{Relation to a real transistor}

The parameters are round values, roughly in the regime of an $n$-channel silicon transistor with a gate of a few nanometres. This is shorter than the gates of production logic, which are roughly ten to twenty nanometres long. The base of the barrier also need not equal the gate length.

A real drain is biased. If an energy drop $\Delta$ falls linearly along the base, unscreened by the gate, the parabola becomes
\begin{equation}
4s(1-s)-\frac{\Delta}{U_0}s=4s(f-s),\qquad f=1-\frac{\Delta}{4U_0}.
\end{equation}
With $s=ft$ this is $4f^2t(1-t)$, a parabola of length $fL$ and height $f^2U_0$, so $c=(\pi/4)f^2$. For $\Delta=0.1$ eV, small beside usual supply voltages, $f^2=0.84$ and $c=0.660$. The exponent $2S$ falls from 11.83 to $15.06\times0.660=9.94$, which raises the factor $e^{-2S}$ by $e^{1.89}\approx6.6$. This is the change of the exponential factor alone. The prefactor changes too: with the drain band edge lowered by $\Delta$, the electron leaves with a nonzero wave number even as $E\to0$, so $T$ vanishes as $\sqrt E$ instead of $E$, and very near the source band edge the transmission rises by much more than this factor.

The band is not strictly parabolic either. With $\kappa^2=2mU(1-\alpha U)/\hbar^2$ and a rough $\alpha=0.5\ {\rm eV}^{-1}$, the parabolic barrier has $c=0.740$, and $e^{-2S}$ doubles. The mass has a larger effect. Valleys that present a mass of roughly $0.9\,m_e$ along the channel have exponents 2.12 times larger, and the parabolic factor drops to $1.3\times10^{-11}$.

The peak fields without drain bias, $2U_0/L=1$ MV/cm for the symmetric triangle and $4U_0/L=2$ MV/cm for the parabola, exceed the rough breakdown field of bulk silicon, a few tenths of a MV/cm. The total energy drop, however, is at most $0.3+0.1=0.4$ eV. This is 0.7 eV less than a gap of roughly 1.1 eV, so the channel valence band does not overlap the drain conduction band, and band-to-band tunnelling is closed in this model at this drain drop. With a barrier top no higher than 0.3 eV, an overlap would need a drain drop of more than $1.1-0.3=0.8$ eV. Scattering, self-consistent charge, image forces and rounded barrier corners are left out, and their effect is not estimated here. The program also evaluates $c$ with the drain drop and with the nonparabolic band for the rectangle and the triangle.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass 0.2 m_e; height 0.3 eV; base 6.0 nm
temperature 300 K; kT = 0.02585 eV
k0 = 1.2549 1/nm; S0 = 7.5295
thermal exponent U0/kT = 11.605; factor = 9.125e-06
Zero energy: c by quadrature, S, 2S, exp(-2S)
  rectangle: 1.000000, 7.529, 15.059, 2.884e-07
  parabola: 0.785398, 5.914, 11.827, 7.303e-06
  triangle: 0.666667, 5.020, 10.039, 4.365e-05
exp(-2S) relative to rectangle:
  parabola: 25.3
  triangle: 151.4
Base length where exp(-2S) = exp(-U0/kT), nm:
  rectangle: 4.624
  parabola: 5.887
  triangle: 6.935
Wave equation: slope of -ln T against 2*S0 (S0 100 to 200, eps 1e-4)
  rectangle: 0.9999; T(eps=1e-5)/T(eps=1e-6) = 10.001
  parabola: 0.7831; T(eps=1e-5)/T(eps=1e-6) = 10.001
  triangle: 0.6643; T(eps=1e-5)/T(eps=1e-6) = 10.001
At E = 0.05 eV: c, c/c_rect, WKB exp(-2S), wave-equation T
  rectangle: 0.9129, 1.0000, 1.071e-06, 2.380e-06
  parabola: 0.6545, 0.7170, 5.243e-05, 1.401e-04
  triangle: 0.5072, 0.5556, 4.822e-04, 1.149e-03
Source flux integral below top, above top (eV), ratio below/above
  rectangle: 5.407e-07, 5.996e-07, 0.902
  parabola: 1.898e-05, 1.063e-06, 17.861
  triangle: 1.363e-04, 1.381e-06, 98.702
c with drain drop 0.1 eV; c with nonparabolicity 0.5 1/eV
  rectangle: 0.9113; 0.9220
  parabola: 0.6600; 0.7397
  triangle: 0.5216; 0.6358
tilted parabola: f = 0.9167, f^2 = 0.8403
heavy mass 0.9 m_e: exponent factor 2.121; parabola 2S = 25.09, exp(-2S) = 1.27e-11
peak field: triangle 1.00 MV/cm; parabola 2.00 MV/cm
gap 1.1 eV minus (height + drain drop) = 0.70 eV
\end{verbatim}
